# Interface-trap density from the conductance peak of a trap continuum: a numerical check

```python
"""Conductance method for a continuum of interface traps.

Result under test: the trap branch of a MOS capacitor in depletion obeys
    G_p/omega = q^2 D ln(1 + x^2) / (2 x),   x = omega*tau,
with a single maximum 0.402 q^2 D at x = 1.98.  For D per eV this is
    D = (G_p/omega)_max / (0.402 q).
D: trap density per area and energy; tau = 1/(sigma v n_s): capture time;
sigma: capture cross-section; v: thermal speed; n_s: surface electron density;
G_p: parallel conductance per area of the semiconductor branch;
C_ox, C_D: oxide and depletion capacitance per area.
All internal quantities are SI; energies eps are (E - E_F)/kT.
"""
import numpy as np
from scipy.constants import e as q, k as k_B
from scipy.optimize import minimize_scalar
from scipy.special import lambertw

# ---------- model parameters ----------
T = 300.0
D_cm = 5e11                    # cm^-2 eV^-1
D_si = D_cm * 1e4 / q          # m^-2 J^-1
C_ox = 70e-9 * 1e4             # F/m^2
C_D = 30e-9 * 1e4              # F/m^2
depth = 0.35                   # E_c - E_F at the interface, eV
sigma = 1e-15 * 1e-4           # m^2
v_300 = 2e7 * 1e-2             # m/s
Nc_300 = 1e19 * 1e6            # m^-3
kT_eV = k_B * T / q
n_s = Nc_300 * np.exp(-depth / kT_eV)
tau = 1 / (sigma * v_300 * n_s)

eps = np.linspace(-30, 30, 601)
d_eps = eps[1] - eps[0]
f0 = 1 / (1 + np.exp(eps))


def trap_admittance(omega, times, slope=0.0):
    """Sum of linearized single-level responses; D varies as exp(slope*eps)."""
    times = np.atleast_1d(times)[:, None]
    weight = f0 * (1 - f0) * np.exp(slope * eps)
    total = np.sum(weight / (1 + 1j * omega * times * f0), axis=1) * d_eps
    return 1j * omega * q**2 * D_si * total


def find_peak(curve, time=tau):
    """Angular frequency and height of the maximum of curve(omega)."""
    fit = minimize_scalar(lambda s: -curve(np.exp(s) / time),
                          bounds=(-4, 6), method="bounded",
                          options={"xatol": 1e-9})
    return np.exp(fit.x) / time, -fit.fun


# ---------- time-domain solution of the nonlinear rate equation ----------
def periodic_response(x, levels, amp=0.01, steps=2000):
    """Loss and capacitance parts of each level; time in units of tau."""
    h = 2 * np.pi / x / steps
    phase = 2 * np.pi * np.arange(steps + 1) / steps
    drive = np.exp(amp * np.sin(phase))      # n_s(t)/n_s0
    emission = np.exp(levels)                # from detailed balance

    def step(f, i, source):
        gain = 0.5 * h * (drive[i] + drive[i + 1]) * source
        old = 1 - 0.5 * h * (drive[i] + emission)
        new = 1 + 0.5 * h * (drive[i + 1] + emission)
        return (f * old + gain) / new

    a, b = np.ones_like(levels), np.zeros_like(levels)
    for i in range(steps):
        a, b = step(a, i, 0.0), step(b, i, 1.0)
    f = b / (1 - a)                          # periodic starting occupancy
    sin_part, cos_part = np.zeros_like(f), np.zeros_like(f)
    for i in range(steps):
        sin_part += 2 * f * np.sin(phase[i]) / steps
        cos_part += 2 * f * np.cos(phase[i]) / steps
        f = step(f, i, 1.0)
    return -cos_part / amp, sin_part / amp


levels = np.linspace(-20, 20, 201)
occ = 1 / (1 + np.exp(levels))
time_rows = []
for x in (0.3, 2.0, 10.0):
    loss, cap = periodic_response(x, levels)
    single = occ * (1 - occ) / (1 + 1j * x * occ)
    assert np.max(np.abs(loss + single.imag)) < 1e-4
    assert np.max(np.abs(cap - single.real)) < 1e-4
    width = levels[1] - levels[0]
    loss_sum, cap_sum = loss.sum() * width, cap.sum() * width
    loss_formula = np.log(1 + x * x) / (2 * x)
    # finite drive and time step leave errors well below 3e-4
    assert abs(loss_sum / loss_formula - 1) < 3e-4
    assert abs(cap_sum / (np.arctan(x) / x) - 1) < 3e-4
    time_rows.append((x, loss_sum, loss_formula, cap_sum, np.arctan(x) / x))

# ---------- position, height and uniqueness of the maximum ----------
u_peak = -2 / lambertw(-2 * np.exp(-2), 0).real
x_peak = np.sqrt(u_peak - 1)
factor = x_peak / u_peak


def branch_loss(omega):
    return trap_admittance(omega, tau)[0].real / omega


w_peak, height = find_peak(branch_loss)
assert abs(w_peak * tau / x_peak - 1) < 1e-5
assert abs(height / (q**2 * D_si) / factor - 1) < 1e-8
scan = np.exp(np.linspace(-8, 8, 400)) / tau
ratio_scan = np.array([branch_loss(w) for w in scan])
assert np.sum(np.diff(np.sign(np.diff(ratio_scan))) != 0) == 1
assert np.all(np.diff(ratio_scan * scan) > 0)   # G_p alone has no peak

# a single level at the Fermi energy: peak loss over static capacitance
single_fit = minimize_scalar(
    lambda s: (0.25 / (1 + 0.5j * np.exp(s))).imag,
    bounds=(-4, 6), method="bounded")
single_ratio = -single_fit.fun / 0.25
assert abs(single_ratio - 0.5) < 1e-6


# ---------- simulated measurement of the whole gate stack ----------
def gate_admittance(omega, times=tau, shares=1.0):
    """Parallel columns, each oxide in series with its semiconductor."""
    semi = 1j * omega * C_D + trap_admittance(omega, times)
    return np.sum(shares / (1 / (1j * omega * C_ox) + 1 / semi))


def corrected_loss(omega, times=tau, shares=1.0):
    y = gate_admittance(omega, times, shares)
    g_m, c_m = y.real, y.imag / omega
    return omega * C_ox**2 * g_m / (g_m**2 + omega**2 * (C_ox - c_m)**2)


def density_cm(loss_peak):
    """Density in cm^-2 eV^-1 from a peak of G/omega in F/m^2."""
    return loss_peak / (factor * q) * 1e-4


w_meas, h_meas = find_peak(corrected_loss)
D_found = density_cm(h_meas)
tau_found = x_peak / w_meas
sigma_found = 1 / (tau_found * v_300 * n_s)
assert abs(D_found / D_cm - 1) < 1e-6
assert abs(sigma_found / sigma - 1) < 1e-5
w_raw, h_raw = find_peak(lambda w: gate_admittance(w).real / w)
D_raw = density_cm(h_raw)
assert D_raw < 0.5 * D_cm and w_raw > w_meas

# ---------- limits: sloping density and uneven band bending ----------
slope_rows = []
for scale in (0.1, -0.1, 1.0, -1.0):         # eV per factor e
    _, h = find_peak(lambda w: trap_admittance(
        w, tau, kT_eV / scale)[0].real / w)
    slope_rows.append((scale, density_cm(h) / D_cm))
steep = max(abs(r - 1) for s, r in slope_rows if abs(s) < 0.5)
gentle = max(abs(r - 1) for s, r in slope_rows if abs(s) > 0.5)
assert gentle < 0.03 and gentle < steep

z = np.linspace(-6, 6, 121)
shares = np.exp(-z**2 / 2)
shares /= shares.sum()
patch_rows = []
for spread in (1.0, 2.0):                    # std. deviation in kT/q
    _, h = find_peak(lambda w: corrected_loss(
        w, tau * np.exp(-spread * z), shares))
    patch_rows.append((spread, density_cm(h)))
assert D_cm > patch_rows[0][1] > patch_rows[1][1]


# ---------- energy window in a wide gap ----------
def capture_time(depth_eV, temp):
    """N_c grows as T^1.5 and v as T^0.5, hence the factor T^2."""
    prefactor = sigma * v_300 * Nc_300 * (temp / 300)**2
    return np.exp(depth_eV * q / (k_B * temp)) / prefactor


window_rows = []
for temp in (300.0, 600.0):
    edges = []
    for freq in (1e6, 1e3):
        t_needed = x_peak / (2 * np.pi * freq)
        d = k_B * temp / q * np.log(t_needed / capture_time(0, temp))
        t_level = capture_time(d, temp)
        w_edge, _ = find_peak(
            lambda w: trap_admittance(w, t_level)[0].real / w, t_level)
        assert abs(w_edge / (2 * np.pi * freq) - 1) < 1e-5
        edges.append(d)
    window_rows.append((temp, *edges))
assert window_rows[1][1] > window_rows[0][2]
t_mid = capture_time(1.6, 300.0)

# ---------- printed numbers ----------
print("Time-domain check, in units of q^2 D:")
for x, a, b, c, d in time_rows:
    print(f" omega*tau={x:4.1f}: G_p/omega sim {a:.5f} formula {b:.5f};"
          f" C_it sim {c:.5f} formula {d:.5f}")
print(f"u = 1+x^2 at the peak: {u_peak:.5f}")
print(f"omega*tau at the peak: {x_peak:.5f}")
print(f"peak of G_p/omega over q^2 D: {factor:.5f}")
print(f"single level, peak loss over static capacitance: {single_ratio:.4f}")
print(f"input D: {D_cm:.3e} cm^-2 eV^-1")
print(f"input C_ox: {C_ox*1e5:.1f} nF/cm^2; C_D: {C_D*1e5:.1f} nF/cm^2")
print(f"T: {T:.0f} K; kT: {kT_eV*1e3:.3f} meV; E_c-E_F: {depth:.2f} eV")
print(f"input sigma: {sigma*1e4:.2e} cm^2; v: {v_300*100:.2e} cm/s")
print(f"N_c: {Nc_300*1e-6:.2e} cm^-3; n_s: {n_s*1e-6:.4e} cm^-3")
print(f"capture time tau: {tau*1e6:.4f} us")
print(f"q D (D per eV): {q*D_cm*1e9:.3f} nF/cm^2")
print("Simulated measurement (G_m in mS/cm^2, others in nF/cm^2):")
for f_hz in (1e4, w_meas / (2 * np.pi), 1e6):
    w = 2 * np.pi * f_hz
    y = gate_admittance(w)
    print(f" f={f_hz/1e3:8.2f} kHz: G_m={y.real*0.1:.4f}"
          f" C_m={y.imag/w*1e5:.3f} G_p/omega={corrected_loss(w)*1e5:.3f}")
print(f"peak frequency: {w_meas/(2*np.pi)/1e3:.2f} kHz")
print(f"peak angular frequency: {w_meas:.4e} rad/s")
print(f"peak G_p/omega: {h_meas*1e5:.3f} nF/cm^2")
print(f"extracted D: {D_found:.4e} cm^-2 eV^-1")
print(f"extracted tau: {tau_found*1e6:.4f} us")
print(f"extracted sigma: {sigma_found*1e4:.4e} cm^2")
print(f"raw G_m/omega peak: {h_raw*1e5:.3f} nF/cm^2"
      f" at {w_raw/(2*np.pi)/1e3:.2f} kHz")
print(f"D wrongly taken from raw peak: {D_raw:.3e} cm^-2 eV^-1")
print("D proportional to exp((E-E_F)/E_0):")
for s, r in slope_rows:
    print(f" E_0={s:5.1f} eV: extracted D over D(E_F) = {r:.4f}")
print("Gaussian band-bending patches:")
for s, d in patch_rows:
    print(f" spread {s:.0f} kT/q: extracted D = {d:.3e} cm^-2 eV^-1"
          f" ({d/D_cm:.3f} of input)")
print("Depth below E_c with peak between 1 MHz and 1 kHz:")
for temp, low, high in window_rows:
    print(f" T={temp:.0f} K: {low:.3f} to {high:.3f} eV")
print(f"capture time for E_c-E_F = 1.6 eV at 300 K: {t_mid:.2e} s")
print("done: every assertion held")
```

Output:

```
Time-domain check, in units of q^2 D:
 omega*tau= 0.3: G_p/omega sim 0.14363 formula 0.14363; C_it sim 0.97152 formula 0.97152
 omega*tau= 2.0: G_p/omega sim 0.40236 formula 0.40236; C_it sim 0.55358 formula 0.55357
 omega*tau=10.0: G_p/omega sim 0.23076 formula 0.23076; C_it sim 0.14711 formula 0.14711
u = 1+x^2 at the peak: 4.92155
omega*tau at the peak: 1.98029
peak of G_p/omega over q^2 D: 0.40237
single level, peak loss over static capacitance: 0.5000
input D: 5.000e+11 cm^-2 eV^-1
input C_ox: 70.0 nF/cm^2; C_D: 30.0 nF/cm^2
T: 300 K; kT: 25.852 meV; E_c-E_F: 0.35 eV
input sigma: 1.00e-15 cm^2; v: 2.00e+07 cm/s
N_c: 1.00e+19 cm^-3; n_s: 1.3190e+13 cm^-3
capture time tau: 3.7906 us
q D (D per eV): 80.109 nF/cm^2
Simulated measurement (G_m in mS/cm^2, others in nF/cm^2):
 f=   10.00 kHz: G_m=0.0893 C_m=42.645 G_p/omega=9.279
 f=   83.15 kHz: G_m=3.7581 C_m=37.723 G_p/omega=32.233
 f= 1000.00 kHz: G_m=29.4036 C_m=23.871 G_p/omega=10.667
peak frequency: 83.15 kHz
peak angular frequency: 5.2242e+05 rad/s
peak G_p/omega: 32.233 nF/cm^2
extracted D: 5.0000e+11 cm^-2 eV^-1
extracted tau: 3.7906 us
extracted sigma: 1.0000e-15 cm^2
raw G_m/omega peak: 8.270 nF/cm^2 at 177.20 kHz
D wrongly taken from raw peak: 1.283e+11 cm^-2 eV^-1
D proportional to exp((E-E_F)/E_0):
 E_0=  0.1 eV: extracted D over D(E_F) = 0.9960
 E_0= -0.1 eV: extracted D over D(E_F) = 1.2121
 E_0=  1.0 eV: extracted D over D(E_F) = 0.9915
 E_0= -1.0 eV: extracted D over D(E_F) = 1.0104
Gaussian band-bending patches:
 spread 1 kT/q: extracted D = 4.112e+11 cm^-2 eV^-1 (0.822 of input)
 spread 2 kT/q: extracted D = 3.009e+11 cm^-2 eV^-1 (0.602 of input)
Depth below E_c with peak between 1 MHz and 1 kHz:
 T=300 K: 0.286 to 0.464 eV
 T=600 K: 0.643 to 1.000 eV
capture time for E_c-E_F = 1.6 eV at 300 K: 3.78e+15 s
done: every assertion held
```
